\section*{The mass-renormalisation partner of the plasmon pairing kernel}

\section{One interaction, two places}

\textbf{Q.} My superconducting DFT calculation uses statically screened Coulomb repulsion. I now replace it by a kernel that contains the plasmon. Nothing else changes, $T_c$ rises, and a missing piece of physics has been added. Surely that is a consistent improvement?

\textbf{A.} Where else does the dynamically screened interaction act on an electron, apart from pairing it?

\textbf{Q.} In the normal self-energy, I suppose. But that is a separate correction, which I can add later.

\textbf{A.} Let us see whether it is separate. Take a homogeneous electron gas, with $\xi$ the energy from the Fermi level and $\beta=1/k_BT$. I write Matsubara frequencies $\omega,\nu$ as energies, with $\hbar$ included. A plasmon-pole interaction is
\begin{equation}
W(q,i\nu)=v\left[1-\frac{E_p^2}{E_q^2+\nu^2}\right],\qquad v=\frac{e^2}{\varepsilon_0q^2},
\end{equation}
where $E_p=\hbar\omega_p$ and $\omega_p^2=ne^2/(m\varepsilon_0)$. At high frequency the bracket has the correct tail $1-E_p^2/\nu^2$. At $\nu=0$ we require $W=v/\varepsilon(q,0)$, which fixes $E_q^2=E_p^2/[1-1/\varepsilon(q,0)]$. For the static dielectric function I use the Lindhard form
\begin{equation}
\varepsilon=1+\frac{q_{TF}^2}{q^2}F(x),\quad
F=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,\quad x=\frac{q}{2k_F},
\end{equation}
with $q_{TF}^2=2N_0e^2/\varepsilon_0$ and $N_0=mk_F/(2\pi^2\hbar^2)$, the density of states per spin and volume.

\textbf{Q.} Does one pole make sense at large $q$, where there is no plasmon?

\textbf{A.} There $F\to1/(3x^2)$, so $1-1/\varepsilon\to4k_F^2q_{TF}^2/(3q^4)$. With $n=k_F^3/(3\pi^2)$ one finds $\omega_p^2/q_{TF}^2=\hbar^2k_F^2/(3m^2)$, and hence $E_q\to\hbar^2q^2/(2m)$, the energy of a free recoiling electron. The pole is a one-term approximation to the whole excitation spectrum at given $q$, not to the plasmon alone.

\section{The first-order gap equation}

\textbf{Q.} How does $W$ enter the gap equation?

\textbf{A.} Through the condition that the Kohn--Sham system has the true anomalous density. Its Nambu Green function is
\begin{equation}
G_s=[i\omega-\xi\tau_3-\Delta\tau_1]^{-1}=-\frac{i\omega+\xi\tau_3+\Delta\tau_1}{D+\Delta^2},\qquad D=\omega^2+\xi^2 .
\end{equation}
Write the self-energy as $i\omega(1-Z_\omega)+\phi\tau_1$. Its $\tau_3$ part shifts the band, and for now I assume that $\xi$ already contains this shift; the last section shows what this assumption leaves out. To first order the Green function changes by $G_s[i\omega(1-Z_\omega)+(\phi-\Delta)\tau_1]G_s$, and the $\tau_1$ part of this must vanish when summed over $\omega$.

Near $T_c$ we keep terms linear in $\Delta$. Since $\phi-\Delta$ is already linear, the pairing term needs $G_s$ at $\Delta=0$. Moving $\tau_1$ to the left reverses the sign of $\tau_3$:
\begin{equation}
\frac{(i\omega+\xi\tau_3)\tau_1(i\omega+\xi\tau_3)}{D^2}
=\tau_1\frac{(i\omega-\xi\tau_3)(i\omega+\xi\tau_3)}{D^2}=-\frac{\tau_1}{D}.
\end{equation}
In the other term $\tau_3\tau_1+\tau_1\tau_3=0$, so the $\tau_1$ part of $G_s^2$ is $2i\omega\Delta/D^2$. Multiplication by $i\omega(1-Z_\omega)$ gives $2\omega^2(Z_\omega-1)\Delta/D^2$. The condition becomes
\begin{equation}
\Delta\,k_BT\sum_\omega\frac1D=k_BT\sum_\omega\frac{\phi}{D}-\Delta\,k_BT\sum_\omega\frac{2\omega^2(Z_\omega-1)}{D^2}.
\label{sse}
\end{equation}

\textbf{Q.} So my calculation keeps the first term on the right and drops the second.

\textbf{A.} For the plasmon, yes. Both follow from the same self-energy,
\begin{equation}
\Sigma(k,i\omega)=-k_BT\sum_{\omega'}\sum_{k'}W(q,i\omega-i\omega')\,\tau_3G_s(k',i\omega')\tau_3,
\end{equation}
where $\sum_{k'}=\int d^3k'/(2\pi)^3$ and $q=|\mathbf k-\mathbf k'|$.

\section{The pairing kernel}

\textbf{A.} Because $\tau_3\tau_1\tau_3=-\tau_1$, the anomalous part is $\phi=-k_BT\sum_{\omega'k'}W\Delta'/D'$. Let $S=k_BT\sum_\omega1/D=\tanh(\beta\xi/2)/(2\xi)$. Dividing (\ref{sse}) by $S$ gives
\begin{equation}
(1+\mathcal Z)\Delta=-\sum_{k'}K S'\Delta',\qquad
K=\frac{(k_BT)^2}{SS'}\sum_{\omega\omega'}\frac{W(q,i\omega-i\omega')}{DD'},
\end{equation}
where $\mathcal Z$ is the last sum in (\ref{sse}) divided by $S$.

At temperatures far below $E_q$ the sums become integrals, $k_BT\sum_\omega\to\int d\omega/2\pi$, and $S\to1/(2|\xi|)$. Each factor $2|\xi|/D$ is then a normalised Lorentzian of width $|\xi|$. The difference of two Lorentzian variables is Lorentzian, with the widths added:
\begin{equation}
K=\int\frac{d\nu}{2\pi}\,\frac{2s}{\nu^2+s^2}\,W(q,i\nu),\qquad s=|\xi|+|\xi'|.
\end{equation}
The same addition rule gives $\int\frac{d\nu}{2\pi}\frac{2s}{\nu^2+s^2}\frac{2E_q}{\nu^2+E_q^2}=2/(s+E_q)$. Dividing by $2E_q$ and inserting the pole,
\begin{equation}
K=v\left[1-\frac{E_p^2}{E_q(E_q+s)}\right].
\label{kernel}
\end{equation}
At $s=0$ this is the static kernel $v/\varepsilon(q,0)$.

\textbf{Q.} For $s>0$ it is more repulsive than the static kernel! Why did my $T_c$ rise?

\textbf{A.} The gap changes sign with energy. Extra repulsion between regions of opposite gap sign helps pairing, and between regions of equal sign it hurts. I can make that precise once we have the other term.

\section{The term that was left out}

\textbf{A.} The part of $\Sigma$ proportional to the unit matrix gives
\begin{equation}
\omega(Z_\omega-1)=-k_BT\sum_{\omega'k'}W(q,i\omega-i\omega')\frac{\omega'}{\omega'^2+\xi'^2}.
\end{equation}
The instantaneous $v$ drops out because the fraction is odd. What remains is $W-v=-g^2\,2E_q/(\nu^2+E_q^2)$ with $g^2=vE_p^2/(2E_q)$. We need the Lorentzian average, with centre $\omega$ and width $E_q$, of $\omega'/(\omega'^2+\xi'^2)=\mathrm{Re}\,1/(\omega'+i|\xi'|)$. The function $1/(\omega'+i|\xi'|)$ is analytic in the upper half-plane and decays there, so its average is its value at $\omega+iE_q$. The real part gives
\begin{equation}
Z_\omega-1=\sum_{k'}\frac{g^2}{\omega^2+A^2},\qquad A=E_q+|\xi'|.
\end{equation}
Now put this into $\mathcal Z$, with $X=|\xi|$. Partial fractions yield
\begin{equation}
\int\frac{d\omega}{2\pi}\frac{\omega^2}{(\omega^2+A^2)(\omega^2+X^2)}
=\frac{A/2-X/2}{A^2-X^2}=\frac{1}{2(A+X)}.
\end{equation}
Applying $-(1/2X)\,\partial/\partial X$ squares the second denominator and gives $1/[4X(A+X)^2]$. The factor 2 in (\ref{sse}) and $1/S=2X$ multiply this by $4X$, so at low temperature
\begin{equation}
\mathcal Z\to Z(k)=\sum_{k'}\frac{g^2}{(E_q+s)^2}.
\end{equation}
Compare this with the slope of your kernel (\ref{kernel}) at fixed $q$.

\textbf{Q.} $\partial K/\partial s=vE_p^2/[E_q(E_q+s)^2]=2g^2/(E_q+s)^2$. So
\begin{equation}
Z(k)=\frac12\sum_{k'}\left.\frac{\partial K}{\partial s}\right|_q .
\label{link}
\end{equation}
The energy dependence I added to the kernel is what produces the term I left out.

\textbf{A.} Yes. Both sides are linear in $W-v$, so (\ref{link}) also holds for a superposition of poles. A flat band makes the meaning plain. Let $N$ be constant for $|\xi'|<B$, and let $K$ depend on $s$ alone. At the Fermi level the two halves of the band give
\begin{equation}
Z=\frac12\,2N\int_0^B\frac{dK}{ds}\,ds=N[K(B)-K(0)].
\end{equation}
For one pole of energy $E$ with fixed static strength $cv$, this is $Ncv\,B/(E+B)$. If $B\ll E$, the kernel is static over the band and $Z$ vanishes with the dynamics. If $B\gg E$, $Z$ tends to $Ncv$, as for a phonon. In the electron gas the band has no upper edge and the pole energy grows with $q$, so neither limit can simply be taken over, and $Z$ has to be computed.

\textbf{Q.} You took low temperature. Is that allowed at $|\xi|\sim k_BT$?

\textbf{A.} For $K$ it is: the weights $k_BT/(SD)$ still sum to one, and $W$ hardly changes over frequencies of order $k_BT$. For $\mathcal Z$ it is not. There $Z_\omega-1$ is nearly constant in the important frequencies, but the sums must stay sums. Write $2\omega^2/D^2=2/D-2\xi^2/D^2$ and use
\begin{equation}
k_BT\sum_\omega\frac1{D^2}=-\frac1{2\xi}\frac{dS}{d\xi}
=\frac{\tanh(\beta\xi/2)}{4\xi^3}-\frac{\beta}{8\xi^2\cosh^2(\beta\xi/2)} .
\end{equation}
Multiplied by $2\xi^2/S$, this is $1-\beta\xi/\sinh\beta\xi$. Therefore
\begin{equation}
\mathcal Z=Z(k)\,h,\qquad h=1+\frac{\beta\xi}{\sinh\beta\xi}.
\end{equation}
Far from the Fermi level $h\to1$; at it $h=2$. The 2 is the first-order trace of a dressed denominator $Z_\omega^2\omega^2+\xi^2$, since $Z_\omega^2\approx1+2(Z_\omega-1)$. As this is an expansion, we should also see what happens with $h=1$.

\section{Which way each term moves $T_c$}

\textbf{Q.} Could the new term also raise $T_c$, through some change in the shape of the gap?

\textbf{A.} No, and a stationarity argument shows it. Add the phonon, average over angles, and let $w=N(\xi)S$ and $\psi=w\Delta$. Let $Z=Z_{ph}+\varsigma Z_{pl}$, where $\varsigma$ turns the plasmon term on from 0 to 1. The gap equation makes
\begin{equation}
\mathcal F=\int d\xi\,\frac{(1+Zh)\psi^2}{w}+\iint d\xi\,d\xi'\,\psi K\psi'
\end{equation}
stationary, because $K$ is symmetric, and $\mathcal F=0$ at the solution. When $\varsigma$ changes, $T_c$ moves so that $\mathcal F$ stays zero, and the change of $\psi$ does not contribute. With $\psi^2/w=w\Delta^2$, and a subscript $T$ for $\partial/\partial\ln T$,
\begin{equation}
\frac{d\ln T_c}{d\varsigma}=-\frac{\int w\,h\,Z_{pl}\Delta^2\,d\xi}{R},\qquad
R=\int\Delta^2\,[\,wZh_T-(1+Zh)w_T\,]\,d\xi .
\end{equation}
Here $w_T=-N\beta/[4\cosh^2(\beta\xi/2)]<0$, and with $y=\beta\xi$, $h_T=(y/\sinh y)(y\coth y-1)\ge0$. Hence $R>0$ and the derivative is negative, whatever the shape of $\Delta$.

\textbf{Q.} And the kernel?

\textbf{A.} A change $\delta K$ gives $\delta\ln T_c=-R^{-1}\iint\psi\,\delta K\,\psi'$. Going from static to plasmon kernel, $\delta K=vE_p^2s/[E_q^2(E_q+s)]\ge0$. A gain can come only from pairs of energies where $\psi$ has opposite signs. Whether they win is a matter for numbers.

\section{An electron gas with a phonon}

\textbf{Q.} Then give me numbers. Perhaps the loss is small.

\textbf{A.} Take $r_s=3$, the radius of the sphere per electron in Bohr radii, and an Einstein phonon of energy $\Omega=50$ meV with $\lambda=0.5$. These are round model parameters. The phonon is another pole, with $g^2=\lambda\Omega/(2N_0)$. It adds $-(\lambda/N_0)\Omega/(\Omega+s)$ to $K$, and a $Z_{ph}$ close to $\lambda$ at the Fermi level. Since $q\,dq=-kk'\,d\cos\theta$, the angular average is
\begin{equation}
\langle K\rangle=\frac1{2kk'}\int_{|k-k'|}^{k+k'}K(q,s)\,q\,dq .
\end{equation}
I discretised $\xi$ from the band bottom to $60E_F$, with points concentrated at the Fermi level, and found the temperature at which the largest eigenvalue of the linear gap equation is one.

The gas has $E_F=5.57$ eV, $E_p=9.07$ eV and $q_{TF}^2/k_F^2=1.99$. The static repulsion at the Fermi level is $\mu=N_0\langle K\rangle=0.30$. Setting $F=1$ would give $\frac{1.99}{8}\ln(1+\frac4{1.99})=0.27$; the true $F$ is below one, so screening is weaker. The plasmon term is $Z_{pl}=0.41$ at the Fermi level, before the factor $h$. It is comparable with $\lambda$.

\textbf{Q.} And $T_c$?

\textbf{A.} The static kernel gives 1.42 K. The plasmon kernel alone gives 3.72 K. With its $Z_{pl}$ the result is 0.92 K.

\textbf{Q.} That is below where I started!

\textbf{A.} It is. The gain is 2.30 K and the loss 2.80 K, so the loss is 1.2 times the gain. In logarithms, which suit an exponentially sensitive quantity, the gain is $\ln(3.72/1.42)=0.96$ and the loss $\ln(3.72/0.92)=1.40$, a ratio of 1.45. With $h=1$ the three temperatures are 1.86, 4.86 and 1.32 K and the ratio is 1.36, so the thermal peak of $\mathcal Z$ is not what causes the reversal.

\textbf{Q.} Did the kernel raise $T_c$ by making the gap more negative at high energy?

\textbf{A.} Not at the plasmon energy. There $\Delta/\Delta(0)$ is $-0.73$ with the static kernel and $-0.70$ with the plasmon kernel. Nor is such a change needed: by the stationarity argument, a change in the shape of the gap does not move $T_c$ to first order. The gap was already negative over a wide range of energies. The repulsion added between that range and the Fermi level helps pairing, and it outweighs the repulsion added between energies of equal gap sign.

\textbf{Q.} Is $r_s=3$, $\lambda=0.5$ a special case?

\textbf{A.} Here are the others I computed, with temperatures in kelvin. The last column is the loss divided by the gain, both in $\ln T_c$.
\begin{center}
\begin{tabular}{cccccc}
$r_s$ & $\lambda$ & static & kernel alone & with $Z_{pl}$ & ratio\\
2 & 0.5 & 2.14 & 3.98 & 1.53 & 1.54\\
2 & 0.7 & 7.49 & 10.87 & 5.54 & 1.81\\
2 & 1.0 & 18.32 & 23.26 & 14.24 & 2.06\\
3 & 0.5 & 1.42 & 3.72 & 0.92 & 1.45\\
3 & 0.7 & 5.81 & 10.06 & 3.82 & 1.76\\
3 & 1.0 & 15.39 & 21.45 & 10.70 & 2.09
\end{tabular}
\end{center}
In all six cases the loss exceeds the gain, and the static result lies closer to the one with $Z_{pl}$ than the kernel-alone result does.

\textbf{Q.} Why does the ratio grow with $\lambda$?

\textbf{A.} A rough estimate gives the trend. Treat the gap as constant within the phonon range and fold the high energies into an effective repulsion $\mu^*$. Then $1+\lambda+z=(\lambda-\mu^*)L$, where $z$ is the plasmon term and $L$ is a constant minus $\ln T_c$. Let $\mu^*$ fall from $\mu_s$ to $\mu_d$ when the kernel becomes dynamic. The gain and loss are
\begin{equation}
\frac{1+\lambda}{\lambda-\mu_s}-\frac{1+\lambda}{\lambda-\mu_d}
=\frac{(1+\lambda)(\mu_s-\mu_d)}{(\lambda-\mu_s)(\lambda-\mu_d)},\qquad
\frac{z}{\lambda-\mu_d},
\end{equation}
and their ratio is
\begin{equation}
\frac{\text{loss}}{\text{gain}}=\frac{z}{\mu_s-\mu_d}\,\frac{\lambda-\mu_s}{1+\lambda}.
\end{equation}
The last factor increases with $\lambda$. A stronger phonon makes $\ln T_c$ less sensitive to both $\mu^*$ and $z$, but the sensitivity to $\mu^*$ falls faster. The estimate ignores the effect of $z$ on $\mu^*$, and I use it only for the direction of the trend, not for the size of the ratio. It suggests that at weaker coupling the loss may be only part of the gain, but I have not computed such a case.

\section{What the comparison does not settle}

\textbf{Q.} So should I go back to the static kernel?

\textbf{A.} Its closeness here is a result for this model, not a justification. The consistent step is to include $K$ and $Z_{pl}$ from the same $W$, or to say that one is missing.

\textbf{Q.} Is the calculation with both then complete?

\textbf{A.} No. We assumed that the band contains the $\tau_3$ self-energy $\chi$. Because $\chi$ depends on frequency, a static band can do this only on average. If the band does not, a further term of the same order, $2\xi\chi\Delta/D^2$, belongs in the first-order condition, with $\chi$ measured from the potential already in the band. The numbers above used the free-electron band, which absorbs only a constant, so they omit this term. It is not small. For the same pole interaction at $r_s=3$ the slope $c=d\chi/d\xi$ at the Fermi level is about 0.41, as large as $Z_{pl}$. With $\chi\approx c\,\xi$ the term adds $c\,(1-\beta\xi/\sinh\beta\xi)$ to $\mathcal Z$, which is positive, so it lowers $T_c$ further. The same slope nearly cancels $Z_{pl}$ in the effective mass, $m^*/m=(1+Z_{pl})/(1+c)\approx1$, so $Z_{pl}$ should not be read as a mass enhancement. Vertex corrections and spin fluctuations are absent, and $Z_{pl}=0.41$ is not a small expansion parameter. Near the Fermi level the low-temperature form also overestimates the phonon kernel, by a fraction of roughly $4k_BT/\Omega$, which is 0.006 at 0.92 K but 0.16 at 23 K. The temperatures therefore compare three treatments of one model; they do not predict a metal's $T_c$.

\textbf{Q.} Then the rise I saw was real within my equation, but it was no evidence that the equation had improved.

\textbf{A.} Yes. The slope that gave you the rise also fixes the renormalisation term $Z_{pl}$, and your equation had left that term at zero.
